Octahedral Crystal-Field Splitting of a d Shell from Six Point Charges

PART 1. EXPANDING THE FIELD AND DIAGONALISING IT

Consider a transition-metal ion at the centre of six negative neighbours, one on each side along three perpendicular axes. In the free ion the five d orbitals of one electron have the same energy, because no direction in space is preferred. The neighbours remove that equivalence. If they act as negative point charges, a d orbital with lobes pointing at them is repelled more strongly than one with lobes pointing between them. The question is into how many levels the d shell splits, and how far apart they lie.

The simplest model replaces each neighbour, or ligand, by a fixed point charge −Ze at distance R from the nucleus, on the axes ±x, ±y and ±z. The electron has charge −e, so its potential energy in the field of the ligands is positive:

V(r) = Ze² Σ_i 1/|r − R_i|,  i = 1, …, 6.

Here e² is the Gaussian quantity; in SI units it stands for e²/4πε₀. Four further assumptions define the problem. There is one d electron. Its five orbitals share one radial function, so that each is that function times an angular function with l = 2. V is treated to first order, which means that it is diagonalised within the d shell and mixing with other shells is ignored. Spin–orbit coupling and the sharing of electrons between ion and ligand are left out.

The pointed brackets in ⟨r⁴⟩ denote the average over the radial density P(r), which is normalised so that ∫ P(r) dr = 1 from zero to infinity. For the present part the density is taken to lie inside the sphere r = R.

The field of one charge

Let γ be the angle between the electron direction r̂ and the ligand direction R̂_i, and let t = r/R < 1. The cosine rule gives

1/|r − R_i| = (1/R)(1 − 2t cos γ + t²)^(−1/2) = (1/R) Σ_k t^k P_k(cos γ).

The last equality defines the Legendre polynomials P_k as the coefficients of t^k. To find those needed, put w = 2tc − t² with c = cos γ and use the binomial series

(1 − w)^(−1/2) = 1 + w/2 + 3w²/8 + 5w³/16 + 35w⁴/128 + … .

The terms in t² are −1/2 from w/2 and 3c²/2 from 3w²/8. The terms in t⁴ are 3/8 from the square, (5/16)(−12c²) from the cube and (35/128)(16c⁴) from the fourth power. Therefore

P₂(c) = (3c² − 1)/2,
P₄(c) = (35c⁴ − 30c² + 3)/8.

Two special values will be used. At c = 1 the series is that of 1/(1 − t), so P_k(1) = 1. At c = 0 it is that of (1 + t²)^(−1/2) = 1 − t²/2 + 3t⁴/8 − 5t⁶/16 + …, so P₂(0) = −1/2, P₄(0) = 3/8 and P₆(0) = −5/16.

The angle γ is different for each ligand. To add the six fields, the electron direction must be separated from the ligand direction. This is done with the functions

C_kq = √(4π/(2k+1)) Y_kq,

where Y_kq are the normalised spherical harmonics with the Condon–Shortley phase. On the z axis C_kq is 1 for q = 0 and zero otherwise, and C_k0 = P_k(cos θ). The addition theorem states that

P_k(cos γ) = Σ_q C*_kq(R̂_i) C_kq(r̂).

The reason is short. Under a rotation the 2k + 1 functions C_kq are mixed by a unitary matrix, so the sum on the right does not change if both directions are rotated together. Rotate until R̂_i lies along z. Only q = 0 survives, and the sum becomes P_k of the cosine of the angle between the two directions.

With the ligand sums S_kq = Σ_i C_kq(R̂_i), the total potential energy for r < R is

V = Ze² Σ_k (r^k/R^(k+1)) Σ_q S*_kq C_kq(r̂).

The ligand sums

Symmetry removes most of them. The ligands come in opposite pairs, and C_kq changes by the factor (−1)^k when its direction is reversed. All sums with odd k therefore vanish. A rotation by 90° about z permutes the ligands and multiplies C_kq by i^q, because its dependence on the azimuth is e^(iqφ). Hence S_kq = i^q S_kq, and S_kq can differ from zero only if q is a multiple of 4.

For k = 0 the function is 1, and S₀₀ = 6. For q = 0 and larger k, two ligands have cos θ = ±1 and four have cos θ = 0:

S₂₀ = 2·1 + 4·(−1/2) = 0,
S₄₀ = 2·1 + 4·(3/8) = 7/2.

The vanishing of S₂₀ follows from the octahedral directions. Because the six distances are equal, the factor r²/R³ is common to all ligands, and the vanishing sum removes the term that would otherwise dominate the splitting at small r/R.

For k = 4 there remain q = ±4. The polynomial (x + iy)⁴ satisfies Laplace's equation and equals r⁴ sin⁴θ e^(4iφ), so C₄₄ = N sin⁴θ e^(4iφ). The constant follows from the normalisation ∫|C₄₄|² dΩ = 4π/9. With c = cos θ from now on,

∫(1 − c²)⁴ dc = 2(1 − 4/3 + 6/5 − 4/7 + 1/9) = 256/315,

where the integral runs from −1 to 1, as do all integrals over c below. Thus 2πN²·256/315 = 4π/9, which gives N² = 70/256 and

C₄₄ = (√70/16) sin⁴θ e^(4iφ),  C₄,₋₄ = C*₄₄.

The positive root is the Condon–Shortley choice for even q. The two ligands on the z axis have sin θ = 0. The four in the xy plane have φ = 0°, 90°, 180° and 270°, for which e^(4iφ) = 1. Hence

S₄₄ = S₄,₋₄ = 4·√70/16 = √70/4,
S₄₄/S₄₀ = (√70/4)(2/7) = √70/14 = √(70/196) = √(5/14).

The potential energy is therefore

V = 6Ze²/R + (7Ze²r⁴/2R⁵)[C₄₀ + √(5/14)(C₄₄ + C₄,₋₄)] + terms with k ≥ 6.

The bracket is the angular factor of the fourth-order part of the field. The first term is the same for every orbital and shifts the shell as a whole.

The appearance of the bracket suggests that z is a special axis. Cartesian coordinates show that it is not. Since √(5/14)·√70 = √25 = 5, the two terms with q = ±4 together equal (5/8) sin⁴θ cos 4φ. On the unit sphere sin⁴θ cos 4φ is the real part of (x + iy)⁴, which is

x⁴ − 6x²y² + y⁴ = 4(x⁴ + y⁴) − 3(x² + y²)² = 4(x⁴ + y⁴) − 3(1 − z²)².

Eight times the bracket is then

35z⁴ − 30z² + 3 + 20(x⁴ + y⁴) − 15(1 − 2z² + z⁴) = 20(x⁴ + y⁴ + z⁴) − 12.

The bracket equals (5/2)(x⁴ + y⁴ + z⁴ − 3/5), which treats the three axes alike. It is 1 towards a ligand. Along a body diagonal, where x² = y² = z² = 1/3, it is (5/2)(1/3 − 3/5) = −2/3. The fourth-order potential energy is thus raised towards the ligands and lowered towards the faces of the octahedron.

Why sixth and higher orders do not act in the d shell

The sixth-order field is present, since S₆₀ = 2 + 4(−5/16) = 3/4. It has no matrix elements between d orbitals. The product of two angular functions with l = 2 is a homogeneous polynomial of degree 4 in the components of r̂. There are 15 independent monomials of that degree. The harmonics with k = 4, 2 and 0, multiplied by suitable powers of r², supply 9 + 5 + 1 = 15 independent polynomials of the same degree, so they span the whole set. The product consequently contains no harmonic with k ≥ 6. Since harmonics of different k are orthogonal, the integral with any such term of V is zero.

The angular matrix

Let |m⟩ denote the d state with angular function Y₂m. The operator to be diagonalised is

A = C₄₀ + √(5/14)(C₄₄ + C₄,₋₄).

C₄₀ does not depend on φ and so connects each m with itself. Its diagonal elements need the densities in c after integration over φ, w_|m|(c) = 2π|Y₂m|²:

w₀ = (5/8)(3c² − 1)²,
w₁ = (15/4)c²(1 − c²),
w₂ = (15/16)(1 − c²)².

Each integrates to 1. For m = 0,

⟨0|C₄₀|0⟩ = (5/64) ∫(9c⁴ − 6c² + 1)(35c⁴ − 30c² + 3) dc
= (5/64) ∫(315c⁸ − 480c⁶ + 242c⁴ − 48c² + 3) dc
= (5/64)·2(35 − 480/7 + 242/5 − 16 + 3)
= (5/64)(128/35) = 6/21.

For m = ±1,

⟨±1|C₄₀|±1⟩ = (15/32) ∫(c² − c⁴)(35c⁴ − 30c² + 3) dc
= (15/32) ∫(−35c⁸ + 65c⁶ − 33c⁴ + 3c²) dc
= (15/32)·2(−35/9 + 65/7 − 33/5 + 1)
= (15/32)(−128/315) = −4/21.

For m = ±2 no new integral is needed. In the sum w₀ + 2w₁ + 2w₂ the coefficient of c⁴ is 45/8 − 60/8 + 15/8 = 0, that of c² is −30/8 + 60/8 − 30/8 = 0, and the constant is 5/8 + 15/8 = 5/2. A filled set of five orbitals is spherical. The average of P₄ over a sphere is zero, so the five diagonal elements add to zero, and

⟨±2|C₄₀|±2⟩ = −(6 − 8)/(2·21) = 1/21.

C₄₄ raises m by 4, which within the d shell is possible only from −2 to 2. The phases of the three factors in the integral cancel, and

⟨2|C₄₄|−2⟩ = ∫ w₂ (√70/16)(1 − c²)² dc = (15√70/256)(256/315) = √70/21.

Multiplied by √(5/14) this becomes 5/21. The operator C₄,₋₄ supplies the equal element in the opposite direction.

The states m = 0 and m = ±1 are already eigenstates of A, with eigenvalues 6/21, −4/21 and −4/21. The remaining block, in the basis |2⟩, |−2⟩, is

(1/21) × [ 1  5 ; 5  1 ].

Its eigenvalues are (1 + 5)/21 = 6/21 for (|2⟩ + |−2⟩)/√2 and (1 − 5)/21 = −4/21 for (|2⟩ − |−2⟩)/√2. The first combination varies as cos 2φ and is the orbital x² − y². The second varies as sin 2φ and, apart from a constant phase, is the orbital xy. The pair m = ±1 similarly gives xz and yz.

The d shell therefore splits into two levels. The upper one, called e_g, contains z² (short for 3z² − r²) and x² − y². The lower one, called t₂g, contains xy, xz and yz. With the radial factor restored,

E(e_g) = 6Ze²/R + (7/2)(6/21)Ze²⟨r⁴⟩/R⁵ = 6Ze²/R + Ze²⟨r⁴⟩/R⁵,
E(t₂g) = 6Ze²/R − (7/2)(4/21)Ze²⟨r⁴⟩/R⁵ = 6Ze²/R − (2/3)Ze²⟨r⁴⟩/R⁵.

The separation is by convention called 10Dq:

10Dq = E(e_g) − E(t₂g) = 5Ze²⟨r⁴⟩/(3R⁵).

Thus Dq = Ze²⟨r⁴⟩/(6R⁵), and the levels lie at +6Dq and −4Dq from the common shift. The weighted sum 2·6 − 3·4 is zero: the fourth-order field separates the orbitals without moving their mean energy. If the ligand charges were positive, Z would be replaced by −Z and t₂g would lie above e_g.

PART 2. ADDING THE LIGANDS ONE AT A TIME

The same splitting can be found without a multipole expansion. The setting is as before: six charges −Ze at distance R on the axes ±x, ±y, ±z, and one d electron of charge −e with radial density P(r). Part 1 gave, for a density inside r = R,

10Dq = E(e_g) − E(t₂g) = 5Ze²⟨r⁴⟩/(3R⁵),

with z² and x² − y² in the upper level e_g and xy, xz, yz in the lower level t₂g. Three densities are taken over from there. If c is the cosine of the angle from a chosen axis, the d orbitals with m = 0, ±1, ±2 about that axis have, after integration over the azimuth, the densities

w₀ = (5/8)(3c² − 1)²,  w₁ = (15/4)c²(1 − c²),  w₂ = (15/16)(1 − c²)².

The new starting point is a single ligand, with its own direction as the axis. The electron is held for the moment on a shell of radius r, which may be smaller or larger than R. The average over r comes last.

The energy due to one ligand

The potential energy Ze²/s depends on the distance s between electron and ligand, and so on c but not on the azimuth about the ligand axis. Orbitals with m = 0, ±1 and ±2 about this axis are called σ, π and δ. Their energies are

ε_σ = Ze² ∫ w₀/s dc,  ε_π = Ze² ∫ w₁/s dc,  ε_δ = Ze² ∫ w₂/s dc,

with c running from −1 to 1. A real δ orbital varies as cos 2φ or sin 2φ about the axis. The squares of both average to 1/2, so it has the same density w₂ as the complex states m = ±2. The same holds for real π orbitals and w₁.

Let r_< be the smaller and r_> the larger of r and R, and let t = r_</r_>. The cosine rule is

s² = r_>² + r_<² − 2r_< r_> c.

Instead of expanding 1/s, use the distance itself as the variable. It runs from r_> − r_< to r_> + r_<, so it can be written as

s = r_>(1 + tv),  −1 ≤ v ≤ 1.

Differentiating the cosine rule at fixed r gives s ds = −r_< r_> dc. The minus sign says that c decreases as s grows, and it is absorbed by the order of the limits. Since ds = r_< dv,

dc/s → ds/(r_< r_>) = dv/r_>.

The denominator s has disappeared. Solving the cosine rule for c gives

c = [1 + t² − (1 + tv)²]/(2t) = −v + (t/2)(1 − v²).

The three energies are now integrals of polynomials in v. They require the integrals of 1, c² and c⁴ over v, called M₀, M₂ and M₄. The first is M₀ = 2. In the other two, odd powers of v drop out:

M₂ = ∫ [v² + (t²/4)(1 − v²)²] dv,
M₄ = ∫ [v⁴ + (3t²/2)v²(1 − v²)² + (t⁴/16)(1 − v²)⁴] dv.

The factor 3/2 in M₄ is the binomial coefficient 6 times 1/4. The elementary integrals are

∫(1 − v²)² dv = 2(1 − 2/3 + 1/5) = 16/15,
∫v²(1 − v²)² dv = 2(1/3 − 2/5 + 1/7) = 16/105,
∫(1 − v²)⁴ dv = 256/315.

The results are

M₂ = 2/3 + 4t²/15,
M₄ = 2/5 + 8t²/35 + 16t⁴/315.

For the σ orbital, expanding w₀ gives

(5/8)(9M₄ − 6M₂ + M₀)
= (5/8)[(18/5 − 4 + 2) + (72/35 − 8/5)t² + (16/35)t⁴]
= (5/8)[8/5 + (16/35)t² + (16/35)t⁴]
= 1 + 2t²/7 + 2t⁴/7.

For π,

(15/4)(M₂ − M₄)
= (15/4)[4/15 + (4/105)t² − (16/315)t⁴]
= 1 + t²/7 − 4t⁴/21.

For δ,

(15/16)(M₀ − 2M₂ + M₄)
= (15/16)[16/15 − (32/105)t² + (16/315)t⁴]
= 1 − 2t²/7 + t⁴/21.

The energies due to one ligand are therefore

ε_σ = (Ze²/r_>)(1 + 2t²/7 + 2t⁴/7),
ε_π = (Ze²/r_>)(1 + t²/7 − 4t⁴/21),
ε_δ = (Ze²/r_>)(1 − 2t²/7 + t⁴/21).

These are complete expressions, not the beginnings of series. As t tends to zero the three become equal, because s is then nearly the same over the whole shell: either the shell is very small compared with R, or it is very large and the charge lies close to its centre. At small t the first difference among them is of order t². The σ orbital, concentrated along the line to the ligand, is raised most, and the δ orbital, concentrated in the plane perpendicular to that line, is raised least.

From one ligand to six

The real orbitals z², x² − y², xy, xz and yz are not mixed by the six ligands. The charge arrangement is unchanged by reversing any one coordinate. Each of xy, xz and yz changes sign under two of these three reversals, with a different pair for each orbital, while z² and x² − y² change sign under none. Every off-diagonal element that involves xy, xz or yz therefore vanishes. The arrangement is also unchanged by exchanging x and y. This reverses x² − y² and leaves z² alone, so these two do not mix either. The energy of each orbital is then its expectation value, which is a sum over the ligands.

Take xy first. About the z axis it is a δ orbital. About the x axis it is a π orbital, since it is proportional to x times a coordinate perpendicular to x, and the same is true about the y axis. With two ligands on each axis,

E(xy) = 4ε_π + 2ε_δ.

Relabelling the axes gives the same energy for xz and yz.

The orbital z² is a σ orbital for the two ligands on the z axis. For a ligand on the x axis it must be written in terms of orbitals about x. On the unit sphere z² = (1 − x²)/2 + (z² − y²)/2, so

3z² − 1 = −(1/2)(3x² − 1) + (3/2)(z² − y²).

The normalised functions are proportional to (√5/2)(3z² − 1), (√5/2)(3x² − 1) and (√15/2)(z² − y²), with a common factor. In terms of these the orbital is −1/2 times the σ orbital about x plus √3/2 times a δ orbital about x. The product of the σ and δ parts varies as the cosine of twice the azimuth about x and averages to zero. Only the squares remain, and the ligand contributes ε_σ/4 + 3ε_δ/4. The ligands on the y axis do the same. Hence

E(z²) = 2ε_σ + 4(ε_σ/4 + 3ε_δ/4) = 3ε_σ + 3ε_δ.

The orbital x² − y² is a δ orbital about z. About x,

x² − y² = (1/2)(3x² − 1) − (1/2)(y² − z²),

which in normalised functions is √3/2 times σ minus 1/2 times δ. Each of the four ligands in the plane contributes 3ε_σ/4 + ε_δ/4, and

E(x² − y²) = 2ε_δ + 4(3ε_σ/4 + ε_δ/4) = 3ε_σ + 3ε_δ.

The two energies agree, although the orbitals look different and the same total is shared differently between the two ligands on the z axis and the four in the xy plane. Inserting the energies due to one ligand gives, for a shell of radius r,

E(e_g) = (Ze²/r_>)[6 + (6/7 − 6/7)t² + (6/7 + 1/7)t⁴] = (Ze²/r_>)(6 + t⁴),
E(t₂g) = (Ze²/r_>)[6 + (4/7 − 4/7)t² + (−16/21 + 2/21)t⁴] = (Ze²/r_>)(6 − 2t⁴/3).

The terms in t² cancel within each level. This is the counterpart of S₂₀ = 0 in Part 1: each ligand separates the orbitals in order t², and the octahedron as a whole does so first in order t⁴. The difference of the levels, averaged over r, is

10Dq = (5/3)Ze² ⟨r_<⁴/r_>⁵⟩.

If the density lies inside R, then r_< = r and r_> = R, and the formula of Part 1 follows.

When the electron reaches beyond the ligands

The average just found also covers density outside R. There the integrand is R⁴/r⁵, whereas the closed formula uses r⁴/R⁵. Since r⁹ > R⁹, the closed formula is too large whenever there is density outside. The fault becomes severe for a diffuse orbital. As the orbital expands, ⟨r⁴⟩ grows without limit, while r_<⁴/r_>⁵ is never larger than its value 1/R at r = R. Within the point-charge model the splitting therefore cannot exceed 5Ze²/(3R).

An example with round parameters shows the sizes. Use atomic units, in which e² = 1, energies are in hartree and lengths are in a₀. Take Z = 2, R = 4 a₀ and a radial function proportional to r² exp(−ζr) with ζ = 3/a₀. These values describe no particular material. The radial density is proportional to r⁶ exp(−2ζr), and since ∫rⁿ exp(−ar) dr = n!/a^(n+1) from zero to infinity,

⟨r⁴⟩ = (10!/6!)/(2ζ)⁴ = 5040/(16ζ⁴) = 315/ζ⁴ = 315/81 a₀⁴ = 3.889 a₀⁴.

The closed formula gives

10Dq = 5·2·3.889/(3·4⁵) = 38.89/3072 = 0.01266 hartree,

or about 2778 cm⁻¹. The upper level is raised by 6Dq = 0.00760 hartree and the lower one is lowered by 4Dq = 0.00506 hartree. The common shift 6Z/R = 12/4 = 3.00 hartree is more than two hundred times the splitting. Most of the repulsion does not distinguish the orbitals.

This orbital has a small tail beyond the ligands, containing a fraction 1.3 × 10⁻⁵ of the density. To include it, the 5×5 matrix of the summed Coulomb energies was integrated numerically by Gauss–Legendre quadrature, with the distance s as a variable and separate radial intervals inside and outside R, and then diagonalised. The splitting is 0.012654 hartree, compared with 0.012659 hartree from the closed formula. The closed formula is too large by 0.04 percent of the full value.

The tail matters more for ⟨r⁴⟩ than for the charge, because of the weight r⁴: it supplies 0.11 percent of that average. Measured against the closed value, the error of the splitting is smaller than this share, because the outer density still contributes, with R⁴/r⁵ in place of r⁴/R⁵. For a tail as small as this one it makes no visible difference whether the closed or the full value is the reference; for a diffuse orbital the error relative to the full value can exceed the share. The close agreement concerns the treatment of the tail within the model. It says nothing about how well point charges represent real ligands.

What each derivation assumes

Both derivations rest on the same physical model: fixed point charges, one d electron, a common radial function, and first order within the d shell. Neither can repair a failure of these assumptions. Real ligands have extended charge clouds and share electrons with the ion, and neither effect is contained in Z and R. The first effect alone can be large: a d electron that penetrates the cloud is attracted by the positive core inside it, which reduces the electrostatic splitting and for a diffuse cloud can reverse its sign. The two levels and their degeneracies follow from the octahedral symmetry and carry over to real complexes, but the size and sign of 10Dq found here belong to the point-charge model and should not be read as the cause of the observed splitting. Both derivations also hold the radial function fixed when R changes. Under that condition, and for a density inside R, a small relative decrease of R raises 10Dq by five times that relative amount.

They differ in what must be known at the start. The expansion in Part 1 needs no prior knowledge of the eigenstates. One writes the matrix in the states |m⟩, and its diagonalisation produces the orbitals and their degeneracies. The addition of single ligands begins with the real orbitals and needs a symmetry argument to show that they do not mix. If the arrangement had too little symmetry for that argument, the off-diagonal elements would have to be calculated as well.

They also differ in their treatment of distance. Part 1 used a series in r/R, which is valid for r < R. Outside, the same series holds with r and R interchanged, since the cosine rule is symmetric in them, but this is a separate step. In Part 2 the distance s is the integration variable, no series occurs, and both regions are covered together. The price is that the reason for the short result is less visible. The polynomials end at t⁴ because the densities have degree 4 in c, which is the fact that excluded k ≥ 6 in Part 1.

The expansion separates the geometry of the ligands, held in the sums S_kq, from the properties of the shell, held in the angular integrals and the radial averages ⟨r^k⟩. The same sums therefore serve another shell. For f orbitals, whose products have degree 6, the argument that removed k = 6 no longer applies, and the sixth-order field must be kept.

The energies due to one ligand are convenient when the distances are unequal. Suppose the two ligands on the z axis are moved to a distance R′, and mark their energies with a prime. The symmetry argument for the orbitals still holds, because exchanging x and y leaves the charges unchanged. The sums above become

E(z²) = 2ε′_σ + ε_σ + 3ε_δ,
E(x² − y²) = 2ε′_δ + 3ε_σ + ε_δ,

and their difference is

E(x² − y²) − E(z²) = 2(ε_σ − ε_δ) − 2(ε′_σ − ε′_δ).

For a shell inside both distances, ε_σ − ε_δ = Ze²(4r²/7R³ + 5r⁴/21R⁵). This decreases with distance, so moving the axial ligands outwards places x² − y² above z². The difference now begins with r², because its r² part, (8/7)Ze²r²(1/R³ − 1/R′³), vanishes only for R′ = R. In such a distorted complex a single parameter 10Dq no longer describes the d shell, and ⟨r²⟩ is needed in addition to ⟨r⁴⟩.
